# Discretising the BenDaniel-Duke Hamiltonian: Flux Stencil and Misplaced Inverse Mass

## 1. A calculation that converges to the wrong number

Take a 10 nm quantum well with effective mass 0.040 inside, 0.075 in the barriers, and a barrier height of 500 meV. Replace the kinetic energy by the usual second difference, multiplied at each node by the local inverse mass. On grids of 0.20, 0.10 and 0.05 nm the lowest level comes out as 64.045, 64.126 and 64.146 meV. The sequence settles smoothly, the levels are real, and the wave functions look sensible. The level of the intended model is 49.810 meV.

Refining the grid cannot remove this error of 29 percent, because the stencil approximates a different differential equation. The cure is to difference the flux, with the inverse mass taken midway between nodes.

## 2. The model and its interface conditions

Let $z$ be the growth coordinate in nm, $m(z)>0$ the mass in units of the free-electron mass $m_0$, $w=1/m$, and $V(z)$ the band edge in meV, measured from the well bottom. With
$$C=\frac{\hbar^2}{2m_0}=38.100\ \text{meV nm}^2,$$
the BenDaniel-Duke Hamiltonian for zero in-plane wave vector is
$$H\psi=-C\,(w\psi')'+V\psi .\tag{1}$$
It is adopted here as the model: one isotropic band, a slowly varying envelope $\psi$, and no potential spike at the interfaces. "True" and "false" levels below are meant relative to (1).

Integrate $H\psi=E\psi$ from $z_j-\epsilon$ to $z_j+\epsilon$ across an interface:
$$-C\,[w\psi']_{z_j-\epsilon}^{z_j+\epsilon}+\int_{z_j-\epsilon}^{z_j+\epsilon}(V-E)\psi\,dz=0 .$$
The integrand is bounded, so the integral vanishes as $\epsilon\to0$, and the flux $F=w\psi'$ is continuous. The envelope is continuous too, since a jump in $\psi$ would put a delta function into $F$. The probability current $(\hbar/m_0)\,\mathrm{Im}(\psi^*w\psi')$ is therefore the same on both sides. The slope itself must jump: $\psi'_b/\psi'_w=m_b/m_w$, where $w$ and $b$ as subscripts denote well and barrier.

## 3. The flux stencil

Use nodes $z_i$ with spacing $h$ and hard walls $\psi_0=\psi_N=0$. Integrate (1) over the cell from $z_{i-1/2}$ to $z_{i+1/2}$, divide by $h$, and replace each flux by a difference quotient:
$$F_{i+1/2}\approx w_{i+1/2}\frac{\psi_{i+1}-\psi_i}{h}.$$
The result is
$$(H_h\psi)_i=-\frac{C}{h^2}\left[w_{i+1/2}(\psi_{i+1}-\psi_i)-w_{i-1/2}(\psi_i-\psi_{i-1})\right]+V_i\psi_i .\tag{2}$$
Reading off the coefficients gives
$$H_{ii}=\frac{C}{h^2}(w_{i+1/2}+w_{i-1/2})+V_i,\qquad H_{i,i+1}=-\frac{C}{h^2}w_{i+1/2}.$$
Row $i+1$ multiplies $\psi_i$ by the inverse mass on the link to its left, which is again $w_{i+1/2}$. Hence $H_{i+1,i}=H_{i,i+1}$, and the matrix is real, symmetric and tridiagonal.

The quadratic form shows the physics. Write $\Delta_{i+1/2}=\psi_{i+1}-\psi_i$. In the sum of $\psi_i(H_h\psi)_i$, the link $i+1/2$ occurs twice: row $i$ contributes $-\psi_iw_{i+1/2}\Delta_{i+1/2}$ and row $i+1$ contributes $+\psi_{i+1}w_{i+1/2}\Delta_{i+1/2}$, each multiplied by $C/h^2$. Together they make a square, so
$$\sum_i\psi_i(H_h\psi)_i=\frac{C}{h^2}\sum_{\text{links}}w_{i+1/2}\Delta_{i+1/2}^2+\sum_iV_i\psi_i^2 .\tag{3}$$
At a wall the missing row has $\psi=0$, so the wall links fit the same pattern. The discrete kinetic energy is never negative.

**Coefficients at an interface.** If the interface lies on a node, every link is inside one material and $w_{i+1/2}$ is the plain midpoint value. The node's cell is half well and half barrier, so $V_i$ is the cell mean, here $V_0/2$.

If the interface cuts a link, use $\psi'=mF$:
$$\psi_{i+1}-\psi_i=\int_{z_i}^{z_{i+1}}mF\,dz=F_{i+1/2}\int_{z_i}^{z_{i+1}}m\,dz+O(h^2).\tag{4}$$
The remainder is small because $F$ is continuous and $F'=(V-E)\psi/C$ is bounded. Thus $w_{i+1/2}$ must be the inverse of the mean mass, not the mean of the inverse mass. The masses add like resistors in series, with one flux passing through both.

## 4. Error analysis

Let $u$ be a normalised bound state of (1) with energy $E$, and let $U$ be the corresponding discrete eigenvector with energy $E_h$, normalised by $h\sum U_i^2=1$. Insert the values $u_i$ into the stencil and define two errors:
$$w_{i+1/2}\frac{u_{i+1}-u_i}{h}=F(z_{i+1/2})+\varphi_{i+1/2},$$
$$q_i=h(V_i-E)u_i-\int_{\text{cell }i}(V-E)u\,dz .$$
The exact cell balance is $-C[F(z_{i+1/2})-F(z_{i-1/2})]+\int_{\text{cell}}(V-E)u\,dz=0$. Using it to eliminate the exact fluxes,
$$h\left[(H_hu)_i-Eu_i\right]=-C(\varphi_{i+1/2}-\varphi_{i-1/2})+q_i .$$
Multiply by $U_i$ and sum. Since $H_h$ is symmetric, $\sum U_i(H_hu)_i=E_h\sum U_iu_i$. Summation by parts, as in (3), then gives
$$E_h-E=\frac{C\sum_{\text{links}}\varphi_{i+1/2}(U_{i+1}-U_i)+\sum_iU_iq_i}{h\sum_iU_iu_i}.\tag{5}$$
The denominator tends to 1 provided $U$ approaches $u$, which is assumed for a nondegenerate level. The differences $U_{i+1}-U_i$ are $O(h)$: by (3) the discrete slopes are bounded in mean square, and by (2) the discrete flux changes by a bounded total amount along the grid, so no single slope can grow without limit.

Now count powers of $h$.

- Inside a layer, Taylor expansion gives $\varphi=O(h^2)$ and $q=O(h^3)$. There are $O(1/h)$ links and cells, so their total contribution is $O(h^2)$.
- On a cut link, (4) gives $\varphi=O(h)$. It multiplies a difference $O(h)$, and there is one such link per interface: $O(h^2)$.
- In a cut cell with the mean potential, the integral of $(V-E)(u-u_i)$ remains. Its integrand is $O(h)$ over a length $h$: $O(h^2)$.

The level error is therefore second order wherever the interface lies. On a cut link the mean inverse mass makes $\varphi=O(1)$, which costs a first-order error. So does a one-sided potential: taking $V_i=V_0$ at an interface node changes $q_i$ by $hV_0u_i/2$. For the two interfaces of a symmetric well the extra energy is, to leading order,
$$\delta E\approx hV_0\,u(L/2)^2 .\tag{6}$$

## 5. The square well as a reference

For well width $L$ and $0<E<V_0$, define
$$k=\sqrt{m_wE/C},\qquad \kappa=\sqrt{m_b(V_0-E)/C}.$$
An even state is $\cos kz$ in the well and decays as $e^{-\kappa|z|}$ outside. Dividing flux continuity by continuity of $\psi$ at $z=L/2$,
$$-\frac{k}{m_w}\tan\frac{kL}{2}=-\frac{\kappa}{m_b}\quad\Rightarrow\quad\tan\frac{kL}{2}=r\frac{\kappa}{k},\qquad r=\frac{m_w}{m_b}.$$
An odd state, $\sin kz$, gives $-\cot(kL/2)=r\kappa/k$. Because $-\cot x=\tan(x-\pi/2)$, both cases combine into
$$kL=(n-1)\pi+2\arctan\frac{r\kappa}{k},\qquad n=1,2,\ldots\tag{7}$$
As $E$ rises the left side grows and the arctangent falls, so each $n$ has at most one solution.

For the example, $r=0.040/0.075=0.533$. At $E=49.810$ meV, $k=0.2287$ and $\kappa=0.9414$ nm$^{-1}$. The right side of (7) is $2\arctan(2.196)=2.287$, equal to $kL$.

## 6. Where the misplaced inverse mass leads

The other stencil is
$$(A\phi)_i=-\frac{Cw_i}{h^2}(\phi_{i+1}-2\phi_i+\phi_{i-1})+V_i\phi_i .\tag{8}$$
Let the interfaces fall halfway between nodes, so that every node has one definite mass. Multiplying $A\phi=E'\phi$ by $m_i$ gives the standard discretisation of
$$\phi''=\frac{m(V-E')}{C}\phi .\tag{9}$$
The right side is bounded, so integration across an interface makes $\phi'$ continuous, instead of $\phi'/m$. The analysis of Section 4 carries over with unit link coefficients and $m(V-E')$ in place of $V-E$. Hence (8) converges at second order too, to the levels of (9).

Repeating the matching with continuous $\phi'$ gives (7) with $r=1$. At $E'=64.153$ meV, $k=0.2595$ and $\kappa=0.9263$ nm$^{-1}$, so $2\arctan(3.569)=2.595=kL$.

**Sign of the error.** A larger $r$ raises the right side of (7) and moves the solution up. For $m_b>m_w$ the true $r$ is below 1, so the false levels lie too high. For a lighter barrier they lie too low.

**Two limits.** At the top of the well $\kappa=0$, and $r$ drops out. Both problems bind state $n$ when $k_{\rm top}L>(n-1)\pi$, with $k_{\rm top}=\sqrt{m_wV_0/C}$, so with equal barriers on both sides, counting bound states cannot expose the mistake. Here $k_{\rm top}L/\pi=7.245/\pi=2.31$, which means three states in either case.

In a deep well $k\ll r\kappa$. Then $\arctan x\approx\pi/2-1/x$ turns (7) into
$$k\left(L+\frac{2}{r\kappa}\right)\approx n\pi .$$
The well acts as if widened by the barrier tails. Since $E\propto k^2$, comparing $r=m_w/m_b$ with $r=1$ gives, to leading order in $1/(\kappa L)$,
$$\frac{E'-E}{E}\approx\frac{4}{\kappa L}\left(\frac{m_b}{m_w}-1\right).$$
For the ground state this is $4(0.875)/9.414=37$ percent. The actual error is 28.8 percent; $k/(r\kappa)=0.46$ is not very small, so the estimate is rough. The error vanishes in the limit of infinite walls, where $\psi=0$ at the interface and the slope condition loses its influence.

## 7. The missing term and an error identity

For a smooth mass profile, $-C(w\psi')'=-Cw\psi''-Cw'\psi'$. Stencil (8) drops the last term. Making the mass step steeper does not make this term harmless: $w'$ grows as the step narrows, while its integral stays equal to the jump of $w$.

The resulting shift can be found exactly for layers. Inside a layer, let $\psi$ satisfy $-Cw\psi''+V\psi=E\psi$ and let $\phi$ satisfy the same equation with $E'$. Multiply the second equation by $\psi$, the first by $\phi$, and subtract:
$$(E'-E)\psi\phi=-Cw(\psi\phi''-\phi\psi'')=-C\frac{d}{dz}\left[w(\psi\phi'-\phi\psi')\right].$$
Integrate over each layer and add. The bracket vanishes at the outer walls, leaving its jumps at the interfaces with a positive sign. The part $\phi\,w\psi'$ is continuous; in $w\psi\phi'$ only $w$ jumps. Therefore
$$E'-E=C\,\frac{\sum_j[w(z_j^+)-w(z_j^-)]\,\psi(z_j)\phi'(z_j)}{\int\psi\phi\,dz},\tag{10}$$
provided the overlap in the denominator is not zero. At the right-hand interface of the example $w$ drops, $\psi>0$ and $\phi'<0$ for the ground state, so the shift is positive. The error needs a mass jump at a place where the wave function has both amplitude and slope.

## 8. Why real energies are no safeguard

Neighbouring off-diagonal elements of $A$ are $-Cw_i/h^2$ and $-Cw_{i+1}/h^2$. Across an interface they differ by
$$\frac{C}{h^2}\left|\frac1{m_w}-\frac1{m_b}\right|=\frac{38.100\times11.667}{0.25}=1778\ \text{meV}$$
at $h=0.5$ nm. The matrix is plainly not symmetric, yet its eigenvalues are real. Write $A=WT+D$, where $W$ and $D$ are diagonal matrices of $w_i$ and $V_i$, and $T$ is the symmetric matrix of $-C$ times the second difference. Diagonal matrices commute, so
$$W^{-1/2}AW^{1/2}=W^{1/2}TW^{1/2}+D .\tag{11}$$
The right side is symmetric and has the same eigenvalues as $A$. Symmetry by itself is thus no proof of correctness either: matrix (11) is symmetric and still converges to the false levels. It discretises $-C\sqrt w\,(\sqrt w\,\chi)''+V\chi$, a Hermitian operator with another ordering of mass and momentum. The choice between orderings belongs to the model, and the stencil must respect it.

If $\chi_a$ are the orthogonal eigenvectors of (11), those of $A$ are $\phi_a=W^{1/2}\chi_a$. Hence $\sum_im_i\phi_{a,i}\phi_{b,i}=0$ for $a\ne b$: orthogonality holds with weight $m$, and in general not in the ordinary sense. For normalised real $\phi_1,\phi_3$ with overlap $s>0$, the sum $\phi_1+e^{-i\theta}\phi_3$ has squared norm $2+2s\cos\theta$. In half a beat period $\theta$ goes from 0 to $\pi$, and the squared norm changes by the factor $(1-s)/(1+s)$. At $h=0.5$ nm, $s=0.0493$ and the factor is 0.906. Direct time evolution gives the same value, while for the flux matrix the ratio of final to initial squared norm is 1.000000. The loss does not fade on finer grids: at $h=0.125$ nm, $s=0.0508$ and the factor is 0.903. Used in a time-dependent calculation, stencil (8) creates and destroys probability at the interfaces.

## 9. Procedure

1. Choose a box whose walls lie many decay lengths from the well. Here it is 70 nm long. For the third true state, $\kappa=0.3406$ nm$^{-1}$ over 30 nm of barrier gives $e^{-2\kappa d}\approx10^{-9}$.
2. Put the interfaces on nodes if possible. Otherwise form the mean mass on each link and invert it.
3. Average $V$ over the cell of each node.
4. Fill the two bands of (2) and call a symmetric tridiagonal eigensolver.
5. With the interfaces on nodes, halve $h$ repeatedly and confirm that successive changes in the levels shrink by a factor of four. If an interface cuts a link at a fraction that varies with $h$, the error is still $O(h^2)$, but the ratios can be irregular. Then check the slope ratio at an interface. Convergence alone does not identify the equation being solved.

## 10. Reading the numbers

All energies in this table are in meV.

| | $E_1$ | $E_2$ | $E_3$ |
|---|---|---|---|
| flux stencil, $h=0.05$ nm | 49.817 | 201.213 | 441.050 |
| matching, $r=m_w/m_b$ | 49.810 | 201.204 | 441.069 |
| outside stencil, $h=0.05$ nm | 64.146 | 242.782 | 465.812 |
| matching, $r=1$ | 64.153 | 242.807 | 465.839 |

Each stencil agrees with its own matching condition. Halving $h$ from 0.10 to 0.05 nm divides the largest error by 4.000 for the flux stencil and 4.004 for the other. The flux values approach $E_1$ and $E_2$ from above but $E_3$ from below, so a computed level is not a bound. Extrapolation removes the $h^2$ term: $(4\times441.050-440.993)/3=441.069$ meV.

The ordering errors are 14.3, 41.6 and 24.8 meV, and identity (10) reproduces them to the printed digits. Exchanging the two masses gives $-7.0$, $-23.7$ and $-36.2$ meV, with the predicted change of sign. The ground-state slope ratio is 1.873 for the flux stencil, against $m_b/m_w=1.875$, and 0.998 for the other, against 1.

With the interfaces at 0.3 of a cell on both grids, the largest flux-stencil error falls from 0.0888 to 0.0222 meV, again a factor of four. A one-sided $V$ at $h=0.05$ nm adds 0.62 meV to $E_1$. Equation (6) explains the size: both tails together hold the probability $P=u(L/2)^2/\kappa=0.0267$, so $u(L/2)^2=0.0251$ nm$^{-1}$ and $\delta E\approx0.05\times500\times0.0251=0.63$ meV.

## 11. The model beside a real channel

The parameters are rough typical values for an InGaAs channel between InAlAs barriers. Of the simplifications estimated below, the constant mass changes the spacing $E_2-E_1$ most. A two-band estimate uses $m_w(1+E/G_w)$ in the well and $m_b[1+(E-V_0)/G_b]$ in the barrier, with rough gaps $G_w=750$ and $G_b=1500$ meV. It moves the three levels by $+2.3$, $-17.7$ and $-89.0$ meV. For the third level this exceeds the ordering error, so the digits quoted above measure numerical accuracy, not knowledge of a device. With these masses the ordering error shrinks to 4.2, 8.3 and 6.9 meV, mainly because well and barrier masses move closer together: at the first level their ratio is 0.81 instead of 0.53.

The other estimates keep the parabolic masses, with a sheet density of $10^{12}$ cm$^{-2}$ at 300 K.

- **Band bending.** Donors 5 nm from one side produce a field of 0.13 MV/cm at the doped side. A Hartree calculation with only the lowest subband filled reduces $E_2-E_1$ from 151.4 to 147.5 meV. In this potential the third state is no longer bound, because the well is raised relative to the flat barrier beyond the donors; statements about that state below refer to the flat well. The false ordering gives 178.7 meV in the flat well.
- **Filling.** The gas is degenerate: the chemical potential lies 56 meV above $E_1$, against $k_BT=25.9$ meV. With flat-band levels the second subband holds 1.1 percent of the electrons; at the same density the false levels give 0.4 percent. These shares depend on the band model: filling the full two-band dispersions $E_n(k_\parallel)$ raises the true share to about 2.1 percent and puts the chemical potential only 43 meV, or $1.7\,k_BT$, above $E_1$. Freezing each subband's in-plane mass at its band-bottom value would give 2.4 percent and 48 meV instead, because it ignores the growth of the mass with energy.
- **In-plane motion.** An in-plane wave vector $k_\parallel$ adds $Cwk_\parallel^2$ to (1). To first order, $1/m_\parallel=(1-P)/m_w+P/m_b$, so barrier penetration alone raises the mass from 0.0400 to 0.0405. Nonparabolicity matters more: with the two-band masses the in-plane mass is about 0.045 at small $k_\parallel$.
- **Tunnelling.** For a 10 nm barrier $e^{-2\kappa d}$ is $7\times10^{-9}$ for the first state and $1\times10^{-3}$ for the third. With the two-band masses the factors become about $1.5\times10^{-7}$ and $4\times10^{-5}$, so even their order of magnitude depends on the band model. They are decay factors, not escape rates, but in both models the third state is the most exposed to a thin barrier.

Strain, alloy disorder, graded interfaces, exchange and correlation are not included. The flux stencil solves the chosen envelope equation correctly; for the question whether that equation suffices for a given channel, these estimates are only a first guide. The numerical output lists the main values.

## Numbers as computed

```
well width 10.0 nm, barrier height 500 meV
mass: well 0.040 m0, barrier 0.075 m0
hbar^2/(2 m0) = 38.100 meV nm^2; box length 70 nm
largest |M - M^T| at h = 0.5 nm: flux 0.0e+00 meV, outside 1778.0 meV
flux stencil, h = 0.20 nm: E1 E2 E3 = 49.916  201.354  440.765 meV
flux stencil, h = 0.10 nm: E1 E2 E3 = 49.837  201.242  440.993 meV
flux stencil, h = 0.05 nm: E1 E2 E3 = 49.817  201.213  441.050 meV
flux matching condition: E1 E2 E3 = 49.810  201.204  441.069 meV
flux largest-error ratio, h 0.10 to 0.05 nm: 4.000
outside stencil, h = 0.20 nm: E1 E2 E3 = 64.045  242.403  465.414 meV
outside stencil, h = 0.10 nm: E1 E2 E3 = 64.126  242.706  465.733 meV
outside stencil, h = 0.05 nm: E1 E2 E3 = 64.146  242.782  465.812 meV
outside matching condition: E1 E2 E3 = 64.153  242.807  465.839 meV
outside largest-error ratio, h 0.10 to 0.05 nm: 4.004
ordering error E'-E: 14.343  41.604  24.769 meV
ordering error relative: 28.79  20.68  5.62 percent
interface at 0.3 cell: largest error 0.0888, 0.0222 meV at h = 0.10, 0.05 nm
extra error, mean inverse mass, h = 0.05 nm: 0.080  0.174  0.048 meV
extra error, one-sided V, h = 0.05 nm: 0.620  2.030  2.859 meV
slope ratio barrier/well, E1: flux 1.8728, outside 0.9978; mass ratio 1.8750
overlap of outside states 1 and 3, h = 0.5 nm: 0.0493
norm after/before half a beat: flux 1.000000, outside 0.9061
ordering error from interface identity: 14.343  41.604  24.769 meV
k at barrier top 0.7245 1/nm; bound states 3
ordering error with the two masses exchanged: -6.960  -23.657  -36.174 meV
rough gaps: well 750 meV, barrier 1500 meV
nonparabolic levels: 52.09  183.53  352.11 meV
nonparabolic shift: 2.28  -17.67  -88.96 meV
ordering error with nonparabolic masses: 4.17  8.32  6.94 meV
E1 barrier penetration 2.67 percent, in-plane mass 0.04050 m0
temperature 300 K, kT 25.85 meV, sheet density 1.0e+12 cm^-2
zero-temperature one-subband Fermi energy 59.85 meV
chemical potential minus E1 at temperature: 56.44 meV
share in subband 2: true levels 1.083, false levels 0.387 percent
relative permittivity 13.9, donor spacer 5.0 nm
field at the doped side 0.1302 MV/cm
E2-E1: flat band 151.39, with band bending 147.47, false ordering 178.65 meV
barrier decay constants kappa: 0.9414  0.7669  0.3406 1/nm
exp(-2 kappa d), d = 10 nm: 6.66e-09  2.18e-07  1.10e-03
```
